**Spectrum of a Dirac particle with mass $k\,\mathrm{sn}(x,k^2)$**

The program tests that $H=\sigma_yp+\sigma_xW$, with $W=k\,\mathrm{sn}(x,k^2)$ and $\hbar=v=1$, has a midgap band $|E|\le a=(1-k)/2$ and outer continua $|E|\ge b=(1+k)/2$. Here $k$ is the modulus, $L=4K$ the period and $q$ the Bloch wave number. Symbolic algebra asserts the equation for the squared potential, the product equation and its invariant $P=E^2(E^2-a^2)(E^2-b^2)$. For $k=0.3$, $0.8$ and $0.95$, plane-wave diagonalization of the Dirac operator asserts the band edges, and finds empty gaps and two midgap states at each of 13 sampled wave numbers. Integration of the Dirac equations over one period asserts the Bloch phase at four band energies and exponential growth at five gap energies. The velocity at the zero-energy crossing is asserted against the slope of the diagonalized band. For $k=0.8$ the output shows edges at $\pm0.1$ and $\pm0.9$ in units of $\hbar v/\ell$, and a crossing velocity of $0.3916\,v$. The effect of a constant added to the mass is not tested.

## Check in Python

```python
"""
Result under test: the Dirac operator H = sigma_y p + sigma_x W(x), with
W(x) = k sn(x, k^2), 0 < k < 1 and hbar = v = 1, has the spectrum
    |E| <= a   and   |E| >= b,   a = (1-k)/2,  b = (1+k)/2.
Symbols: k modulus (k^2 is the parameter of sn), K complete elliptic integral,
L = 4K period, V = W^2 - W' potential of the squared operator, eps = E^2,
F = eps + V/2 - (1+k^2)/4 product of two Bloch solutions,
P = eps (eps-a^2)(eps-b^2) its invariant, theta Bloch phase per period,
q = theta/L Bloch wave number.
Units: length ell, energy hbar v/ell.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.special import ellipj, ellipk, ellipe


def mass(x, k):
    return k * ellipj(x, k * k)[0]


def potential(x, k):
    sn, cn, dn, _ = ellipj(x, k * k)
    return k * k * sn**2 - k * cn * dn


def edges(k):
    return (1 - k) / 2, (1 + k) / 2


def dirac_levels(k, q, cutoff=32):
    """Plane-wave diagonalization of the first-order Dirac operator."""
    period = 4 * ellipk(k * k)
    points = 512
    grid = np.arange(points) * period / points
    coefficients = np.fft.fft(mass(grid, k)) / points
    n = np.arange(-cutoff, cutoff + 1)
    w = coefficients[(n[:, None] - n[None, :]) % points]
    derivative = np.diag(1j * (q + 2 * np.pi * n / period))
    zero = np.zeros_like(w)
    h = np.block([[zero, -derivative + w], [derivative + w, zero]])
    assert np.allclose(h, h.conj().T, atol=1e-12)
    return np.linalg.eigvalsh(h)


def transfer_trace(k, energy):
    """Trace of the one-period transfer matrix of the Dirac equations."""
    period = 4 * ellipk(k * k)

    def slope(x, y):
        w = mass(x, k)
        u, v = y[:2], y[2:]
        return np.concatenate((-w * u + energy * v, w * v - energy * u))

    run = solve_ivp(slope, (0, period), [1.0, 0.0, 0.0, 1.0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert run.success
    return run.y[0, -1] + run.y[3, -1]


def invariant(k, energy):
    a, b = edges(k)
    eps = energy**2
    return eps * (eps - a * a) * (eps - b * b)


def bloch_phase(k, energy):
    """Phase per period from the closed-form Bloch solution."""
    period = 4 * ellipk(k * k)
    x = np.arange(20000) * period / 20000
    f = energy**2 + potential(x, k) / 2 - (1 + k * k) / 4
    return np.sqrt(invariant(k, energy)) * period * np.mean(1 / np.abs(f))


def crossing_velocity(k):
    m = k * k
    return (1 - m) / (2 * ellipe(m) / ellipk(m) - (1 - m))


# Symbolic check of the potential equation, product equation and invariant.
W, S, kk, ep = sp.symbols("W S k epsilon")   # S stands for W'
slope_squared = (1 - W**2) * (kk**2 - W**2)


def reduce_slope(f):
    return sp.expand(sp.rem(sp.expand(f), S**2 - sp.expand(slope_squared), S))


def ddx(f):
    second = sp.diff(slope_squared, W) / 2
    return reduce_slope(sp.diff(f, W) * S + sp.diff(f, S) * second)


Vs = W**2 - S
V1 = ddx(Vs)
V2 = ddx(V1)
assert reduce_slope(V2 - 3 * Vs**2 + (1 + kk**2) * Vs + kk**2) == 0
Fs = ep + Vs / 2 - (1 + kk**2) / 4
F1 = ddx(Fs)
F2 = ddx(F1)
F3 = ddx(F2)
assert reduce_slope(F3 - 4 * (Vs - ep) * F1 - 2 * V1 * Fs) == 0
Ps = reduce_slope(Fs * F2 / 2 - F1**2 / 4 - (Vs - ep) * Fs**2)
expected = ep * (ep - (1 - kk)**2 / 4) * (ep - (1 + kk)**2 / 4)
assert sp.expand(Ps - expected) == 0

for k in (0.3, 0.8, 0.95):
    m = k * k
    K = ellipk(m)
    L = 4 * K
    a, b = edges(k)

    # sn from its defining integral, and its first-order equation.
    for s in (0.2, 0.6, 0.9):
        x_s = quad(lambda t: 1 / np.sqrt((1 - t*t) * (1 - m*t*t)), 0, s)[0]
        assert abs(ellipj(x_s, m)[0] - s) < 1e-10
    x = np.linspace(0, L, 801)
    step = 1e-4
    w = mass(x, k)
    dw = (mass(x + step, k) - mass(x - step, k)) / (2 * step)
    assert np.max(np.abs(dw**2 - (1 - w**2) * (m - w**2))) < 1e-6
    assert np.max(np.abs(mass(x + 2 * K, k) + w)) < 1e-10
    v_upper = potential(x, k)
    assert np.max(np.abs(potential(x + 2 * K, k) - (w**2 + dw))) < 1e-6
    assert abs(v_upper.min() + k) < 1e-10 and abs(v_upper.max() - k) < 1e-10

    # Zero mode, and the product function at zero energy.
    def zero_mode(y):
        _, cn, dn, _ = ellipj(y, m)
        return 1 / (dn - k * cn)

    u0 = zero_mode(x)
    du0 = (zero_mode(x + step) - zero_mode(x - step)) / (2 * step)
    assert np.max(np.abs(du0 + w * u0)) / u0.max() < 1e-6
    assert abs(u0[0] - u0[-1]) / u0.max() < 1e-9
    f_zero = (1 + m) / 4 - v_upper / 2
    assert np.max(np.abs(f_zero - (1 - m)**2 / 4 * u0**2)) < 1e-9

    # Edges, empty gaps, state count over the Brillouin zone.
    for q in np.linspace(0, np.pi / L, 13):
        size = np.abs(dirac_levels(k, q))
        assert np.sum(size < (a + b) / 2) == 2
        assert not np.any((size > a + 1e-8) & (size < b - 1e-8))
    lev = dirac_levels(k, np.pi / L)
    mid = len(lev) // 2
    assert abs(lev[mid] - a) < 1e-8 and abs(lev[mid + 1] - b) < 1e-8
    assert abs(lev[mid - 1] + a) < 1e-8 and abs(lev[mid - 2] + b) < 1e-8
    assert abs(lev[mid + 3] - lev[mid + 2]) < 1e-8
    lev0 = dirac_levels(k, 0.0)
    assert abs(lev0[mid]) < 1e-8 and abs(lev0[mid - 1]) < 1e-8
    assert abs(lev0[mid + 2] - lev0[mid + 1]) < 1e-8

    # Bloch phase against diagonalization and against direct integration.
    for energy in (0.3 * a, 0.8 * a, 1.1 * b, 1.7 * b):
        theta = bloch_phase(k, energy)
        assert np.min(np.abs(dirac_levels(k, theta / L) - energy)) < 1e-7
        assert abs(transfer_trace(k, energy) - 2 * np.cos(theta)) < 1e-6
    # Near the edges the phase departs from its limit as a square root.
    assert abs(bloch_phase(k, a * (1 - 1e-5)) - np.pi) < 0.05
    assert bloch_phase(k, a * 1e-4) < 1e-3

    # Exponential growth everywhere inside the gap.
    for fraction in (0.02, 0.25, 0.5, 0.75, 0.98):
        assert transfer_trace(k, a + fraction * (b - a)) < -2 - 1e-5

    # Velocity at the zero-energy crossing; the slope has an O(q^2) error.
    q_small = 1e-3 / L
    slope_numeric = dirac_levels(k, q_small)[mid] / q_small
    assert abs(slope_numeric / crossing_velocity(k) - 1) < 1e-5

# Worked example.
k = 0.8
K = ellipk(k * k)
L = 4 * K
a, b = edges(k)
U = "hbar v/ell"
print(f"modulus k = {k:.2f}; parameter k^2 = {k*k:.2f} (dimensionless)")
print(f"quarter period K = {K:.6f} ell")
print(f"complete integral of second kind = {ellipe(k*k):.6f}")
print(f"full period L = 4K = {L:.6f} ell")
print(f"zone boundary pi/L = {np.pi/L:.6f} 1/ell")
print(f"formula: midgap band edge a = {a:.6f} {U}")
print(f"formula: outer continuum edge b = {b:.6f} {U}")
print(f"formula: width of each gap b-a = {b-a:.6f} {U}")
lev = dirac_levels(k, np.pi / L)
mid = len(lev) // 2
for label, i in (("lower outer edge", mid - 2), ("lower midgap edge", mid - 1),
                 ("upper midgap edge", mid), ("upper outer edge", mid + 1)):
    print(f"diagonalization: {label} = {lev[i]:.8f} {U}")
coarse = dirac_levels(k, np.pi / L, cutoff=8)
c = len(coarse) // 2
shift = np.max(np.abs(coarse[c - 2:c + 2] - lev[mid - 2:mid + 2]))
print(f"largest edge shift, cutoff 8 to 32 = {shift:.1e} {U}")
lev0 = dirac_levels(k, 0.0)
print(f"next crossing at q=0: {lev0[mid+1]:.6f}, {lev0[mid+2]:.6f} {U}")
print(f"next crossing at q=pi/L: {lev[mid+2]:.6f}, {lev[mid+3]:.6f} {U}")
count = np.sum(np.abs(dirac_levels(k, 0.5 * np.pi / L)) < (a + b) / 2)
print(f"midgap states per period at q=pi/(2L) = {count}")
for name, energy in (("midgap", 0.05), ("outer", 1.2)):
    theta = bloch_phase(k, energy)
    levels = dirac_levels(k, theta / L)
    nearest = levels[np.argmin(np.abs(levels - energy))]
    print(f"{name} energy E = {energy:.4f} {U}")
    print(f"  invariant P = {invariant(k, energy):.6e} (hbar v/ell)^6")
    print(f"  F at x=0: {energy**2-b*b:.6f}; at x=2K: "
          f"{energy**2-a*a:.6f} (hbar v/ell)^2")
    print(f"  Bloch phase theta = {theta:.6f} rad")
    print(f"  wave number theta/L = {theta/L:.6f} 1/ell")
    print(f"  diagonalized level at that q = {nearest:.8f} {U}")
    print(f"  transfer trace, integrated = {transfer_trace(k, energy):.6f}")
    print(f"  2 cos(theta) = {2*np.cos(theta):.6f}")
gap_energy = 0.5
trace = transfer_trace(k, gap_energy)
rate = np.arccosh(abs(trace) / 2) / L
print(f"gap energy E = {gap_energy:.4f} {U}")
print(f"  invariant P = {invariant(k, gap_energy):.6e} (hbar v/ell)^6")
print(f"  F at x=0: {gap_energy**2-b*b:.6f}; at x=2K: "
      f"{gap_energy**2-a*a:.6f} (hbar v/ell)^2")
print(f"  transfer trace, integrated = {trace:.6f}")
print(f"  growth length of the amplitude = {1/rate:.6f} ell")
q_small = 1e-3 / L
print(f"crossing velocity, formula = {crossing_velocity(k):.6f} v")
print(f"crossing velocity, diagonalization = "
      f"{dirac_levels(k, q_small)[mid]/q_small:.6f} v")
print("no test failed")
```

Printed output:

```
modulus k = 0.80; parameter k^2 = 0.64 (dimensionless)
quarter period K = 1.995303 ell
complete integral of second kind = 1.276350
full period L = 4K = 7.981211 ell
zone boundary pi/L = 0.393624 1/ell
formula: midgap band edge a = 0.100000 hbar v/ell
formula: outer continuum edge b = 0.900000 hbar v/ell
formula: width of each gap b-a = 0.800000 hbar v/ell
diagonalization: lower outer edge = -0.90000000 hbar v/ell
diagonalization: lower midgap edge = -0.10000000 hbar v/ell
diagonalization: upper midgap edge = 0.10000000 hbar v/ell
diagonalization: upper outer edge = 0.90000000 hbar v/ell
largest edge shift, cutoff 8 to 32 = 1.1e-09 hbar v/ell
next crossing at q=0: 1.042754, 1.042754 hbar v/ell
next crossing at q=pi/L: 1.343341, 1.343341 hbar v/ell
midgap states per period at q=pi/(2L) = 2
midgap energy E = 0.0500 hbar v/ell
  invariant P = 1.514062e-05 (hbar v/ell)^6
  F at x=0: -0.807500; at x=2K: -0.007500 (hbar v/ell)^2
  Bloch phase theta = 1.063756 rad
  wave number theta/L = 0.133282 1/ell
  diagonalized level at that q = 0.05000000 hbar v/ell
  transfer trace, integrated = 0.971185
  2 cos(theta) = 0.971185
outer energy E = 1.2000 hbar v/ell
  invariant P = 1.297296e+00 (hbar v/ell)^6
  F at x=0: 0.630000; at x=2K: 1.430000 (hbar v/ell)^2
  Bloch phase theta = 8.027966 rad
  wave number theta/L = 1.005858 1/ell
  diagonalized level at that q = 1.20000000 hbar v/ell
  transfer trace, integrated = -0.346216
  2 cos(theta) = -0.346216
gap energy E = 0.5000 hbar v/ell
  invariant P = -3.360000e-02 (hbar v/ell)^6
  F at x=0: -0.560000; at x=2K: 0.240000 (hbar v/ell)^2
  transfer trace, integrated = -35.545054
  growth length of the amplitude = 2.235628 ell
crossing velocity, formula = 0.391579 v
crossing velocity, diagonalization = 0.391579 v
no test failed
```
